# Dirac Resolvent and Eigenvalues near the Nonrelativistic Limit: a numerical check

```python
"""
Result under test (hbar = 1).  For the Dirac operator with rest energy removed,
    H(c) - m c^2 = [[Vp, c D^+], [c D, Vm - 2 m c^2]],
the resolvent equals S^-1 L(eps,z)^-1 S^-1, with S = diag(1,c), eps = 1/c^2 and
    L(eps,z) = [[Vp - z, D^+], [D, -2m + eps (Vm - z)]].
L^-1 is analytic in eps near 0; its upper-left block at eps = 0 is the Pauli
resolvent G = (D^+ D/2m + Vp - z)^-1.  Isolated eigenvalues are analytic in eps.
D: kinetic operator, Vp/Vm: potentials on upper/lower component, m: mass.
Model unit of energy: hbar^2/(m a^2), of speed: hbar/(m a), a = well width,
for the well.  The ring and Coulomb models use hbar = 1 and stated parameters.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import eigh


def pencil(D, Vp, Vm, m, eps, z):
    one = np.eye(len(D))
    return np.block([[Vp - z * one, D.conj().T],
                     [D, -2 * m * one + eps * (Vm - z * one)]])


def dirac(D, Vp, Vm, m, c):
    one = np.eye(len(D))
    return np.block([[Vp, c * D.conj().T],
                     [c * D, Vm - 2 * m * c**2 * one]])


def limit_inverse(D, Vp, m, z):
    """Derived block formula for L(0,z)^-1, and the Pauli resolvent G."""
    one = np.eye(len(D))
    Dh = D.conj().T
    G = np.linalg.inv(Dh @ D / (2 * m) + Vp - z * one)
    full = np.block([[G, G @ Dh / (2 * m)],
                     [D @ G / (2 * m),
                      D @ G @ Dh / (4 * m**2) - one / (2 * m)]])
    return full, G


def contour_pair(D, Vp, Vm, m, eps, phi, center, radius, points):
    """Matrices N and A from the upper-left block of L^-1 on a circle."""
    size, k = phi.shape
    N = np.zeros((k, k), complex)
    A = np.zeros((k, k), complex)
    rhs = np.vstack([phi, np.zeros_like(phi)])
    for angle in 2 * np.pi * np.arange(points) / points:
        step = radius * np.exp(1j * angle)
        z = center + step
        upper = np.linalg.solve(pencil(D, Vp, Vm, m, eps, z), rhs)[:size]
        term = -step / points * (phi.conj().T @ upper)
        N += term
        A += z * term
    return N, A


def norm(matrix):
    return np.linalg.norm(matrix, 2)


# ---------- smooth well -sech^2(x) on a long periodic grid ----------
n, length, mass = 141, 36.0, 1.0
x = (np.arange(n) - n // 2) * length / n
k_grid = 2 * np.pi * np.fft.fftfreq(n, length / n)
D = np.real(np.fft.ifft(1j * k_grid[:, None] * np.fft.fft(np.eye(n), axis=0),
                        axis=0))
V = np.diag(-1 / np.cosh(x)**2)
levels, states = np.linalg.eigh(D.T @ D / (2 * mass) + V)
E0, phi0 = levels[0], states[:, 0]
eta0 = D @ phi0 / (2 * mass)
E1 = eta0 @ (V - E0 * np.eye(n)) @ eta0
assert abs(E0 + 0.5) < 1e-8
t = sp.symbols('t', real=True)
# exact continuum integral with t = tanh(x), phi0 = sech(x)/sqrt(2)
E1_exact = sp.integrate(t**2 * (sp.Rational(1, 2) - (1 - t**2)) / 8, (t, -1, 1))
assert abs(E1 - float(E1_exact)) < 1e-8
print("WELL -sech^2 x, m = 1, model units")
print(f"grid points {n}, box length {length:.1f} a")
print(f"Pauli ground level E0 = {E0:.8f}")
print(f"next Pauli level on the grid = {levels[1]:.6f}")
print(f"first coefficient E1 = {E1:.8f} (exact integral {E1_exact})")

# Resolvent: direct inversion against the truncated series
z = -0.3 + 0.2j
L0inv, G = limit_inverse(D, V, mass, z)
assert norm(pencil(D, V, V, mass, 0.0, z) @ L0inv - np.eye(2 * n)) < 1e-9
W = np.zeros((2 * n, 2 * n), complex)
W[n:, n:] = V - z * np.eye(n)
errors = {}
for c in (10.0, 20.0):
    S = np.diag(np.r_[np.ones(n), c * np.ones(n)])
    R = np.linalg.inv(dirac(D, V, V, mass, c) - z * np.eye(2 * n))
    target = S @ R @ S
    term, total = L0inv.copy(), np.zeros_like(L0inv)
    for order in range(3):
        total = total + term
        errors[c, order] = norm(target - total)
        term = -term @ W @ L0inv / c**2
print(f"resolvent point z = {z.real:.1f} + {z.imag:.1f} i")
for order in range(3):
    power = np.log2(errors[10.0, order] / errors[20.0, order])
    assert abs(power - 2 * (order + 1)) < 0.15
    print(f"S R S minus series to eps^{order}: c=10 {errors[10.0, order]:.3e},"
          f" c=20 {errors[20.0, order]:.3e}, power of 1/c {power:.3f}")

# Unscaled resolvent approaches diag(G,0) at rate 1/c
rate = norm(D @ G) / (2 * mass)
pauli_limit = np.zeros((2 * n, 2 * n), complex)
pauli_limit[:n, :n] = G
print(f"predicted limit of c*||R - diag(G,0)|| = {rate:.6f}")
for c in (10.0, 100.0, 1000.0):
    R = np.linalg.inv(dirac(D, V, V, mass, c) - z * np.eye(2 * n))
    scaled_distance = c * norm(R - pauli_limit)
    print(f"  c = {c:.0f}: c*||R - diag(G,0)|| = {scaled_distance:.6f}")
assert abs(scaled_distance / rate - 1) < 0.01

# Taylor coefficients of the eigenvalue from complex eps on a circle
circle, samples = 0.5, 32
angles = 2 * np.pi * np.arange(samples) / samples
values = []
for angle in angles:
    eps = circle * np.exp(1j * angle)
    K = pencil(D, V, V, mass, eps, 0.0)
    M = np.r_[np.ones(n), eps * np.ones(n)]
    vector = np.r_[phi0, eta0].astype(complex)
    shift = E0 + 0.01
    for iteration in range(6):
        vector = np.linalg.solve(K - shift * np.diag(M), M * vector)
        vector /= np.linalg.norm(vector)
        if iteration >= 2:
            shift = (vector @ K @ vector) / (vector @ (M * vector))
    residual = np.linalg.norm(K @ vector - shift * M * vector)
    assert residual < 1e-9
    values.append(shift)
values = np.array(values)
coefs = np.array([np.mean(values * np.exp(-1j * j * angles)) / circle**j
                  for j in range(13)])
assert np.max(np.abs(coefs[:6].imag)) < 1e-8
assert abs(coefs[0] - E0) < 1e-9 and abs(coefs[1] - E1) < 1e-8
print(f"complex-eps circle radius {circle}, samples {samples}")
print("Taylor coefficients of eps^1..eps^4: "
      + ", ".join(f"{v:.8f}" for v in coefs[1:5].real))
lower_errors = {}
for c in (2.0, 5.0, 10.0, 20.0):
    ev, vec = np.linalg.eigh(dirac(D, V, V, mass, c))
    pick = np.argmin(abs(ev - E0))
    direct = ev[pick]
    series = sum(coefs[j].real / c**(2 * j) for j in range(13))
    first = E0 + E1 / c**2
    assert abs(direct - series) < 1e-9
    state = vec[:, pick] / np.linalg.norm(vec[:n, pick])
    state *= np.sign(state[:n] @ phi0)
    lower_errors[c] = np.linalg.norm(c * state[n:] - eta0)
    print(f"c = {c:.0f}: Dirac level {direct:.9f}, first order {first:.9f},"
          f" |series-direct| {abs(series - direct):.1e}")
ratio = lower_errors[10.0] / lower_errors[20.0]
assert abs(ratio - 4) < 0.1
print(f"||c*chi - D phi0/2m||: c=10 {lower_errors[10.0]:.3e},"
      f" c=20 {lower_errors[20.0]:.3e}, ratio {ratio:.3f}")

# Sufficient disk from the series bound, with the level count inside a contour
ring_radius, ring_points = 0.25, 24
nodes = ring_radius * np.exp(2j * np.pi * np.arange(ring_points) / ring_points)
bound = 0.0
for node in nodes:
    inverse, _ = limit_inverse(D, V, mass, E0 + node)
    bound = max(bound, norm((V - (E0 + node) * np.eye(n)) @ inverse[n:]))
disk = 1 / bound
worst_count = 0.0
for angle in np.linspace(0, np.pi, 5):
    eps = 0.98 * disk * np.exp(1j * angle)
    count = 0.0
    for node in nodes:
        diag = np.diag(np.linalg.inv(pencil(D, V, V, mass, eps, E0 + node)))
        count -= node / ring_points * (diag[:n].sum() + eps * diag[n:].sum())
    worst_count = max(worst_count, abs(count - 1))
assert worst_count < 1e-4
print(f"energy contour radius {ring_radius}, sampled max||W L0^-1|| {bound:.5f}")
print(f"sufficient disk |eps| < {disk:.5f}, i.e. c > {disk**-0.5:.5f}")
print(f"largest deviation of projection trace from 1: {worst_count:.1e}")

# ---------- ring of circumference 2 pi: a degenerate Pauli level ----------
m_ring, v, c_ring = 1.5, 0.8, 2.0
k = np.arange(-10, 11)
D_ring = np.diag(k.astype(float))
zero = np.zeros_like(D_ring)
Vm_ring = v * (np.abs(k[:, None] - k[None, :]) == 2).astype(float)
E_ring = 1 / (2 * m_ring)
phi = np.zeros((len(k), 2))
phi[k == 1, 0] = 1
phi[k == -1, 1] = 1
eta = D_ring @ phi / (2 * m_ring)
slopes = np.linalg.eigvalsh(eta.T @ (Vm_ring - E_ring * np.eye(len(k))) @ eta)
inverse, _ = limit_inverse(D_ring, zero, m_ring, 0.2 + 0.1j)
check = pencil(D_ring, zero, Vm_ring, m_ring, 0.0, 0.2 + 0.1j) @ inverse
assert norm(check - np.eye(2 * len(k))) < 1e-10


def ring_pair(c):
    ev = np.linalg.eigvalsh(dirac(D_ring, zero, Vm_ring, m_ring, c))
    return np.sort(ev[np.argsort(abs(ev - E_ring))[:2]])


N, A = contour_pair(D_ring, zero, Vm_ring, m_ring, c_ring**-2, phi,
                    E_ring, 0.2, 64)
assert norm(N - N.conj().T) < 1e-10 and norm(A - A.conj().T) < 1e-10
reduced = eigh((A + A.conj().T) / 2, (N + N.conj().T) / 2, eigvals_only=True)
direct_pair = ring_pair(c_ring)
assert np.max(abs(reduced - direct_pair)) < 1e-9
# negative eps: the reduced matrices must stay Hermitian with N positive
N_neg, A_neg = contour_pair(D_ring, zero, Vm_ring, m_ring, -0.25, phi,
                            E_ring, 0.2, 64)
assert norm(N_neg - N_neg.conj().T) < 1e-10
assert norm(A_neg - A_neg.conj().T) < 1e-10
assert np.min(np.linalg.eigvalsh(N_neg)) > 0
slope_errors = [np.max(abs((ring_pair(c) - E_ring) * c**2 - slopes))
                for c in (10.0, 20.0)]
assert abs(slope_errors[0] / slope_errors[1] - 4) < 0.2
print("RING, hbar = 1, circumference 2 pi, Vp = 0, Vm = 2 v cos 2x")
print(f"m = {m_ring}, v = {v}, degenerate Pauli level = {E_ring:.8f}")
print(f"coefficients of 1/c^2: {slopes[0]:.8f}, {slopes[1]:.8f}")
print(f"c = {c_ring:.0f}, direct: {direct_pair[0]:.9f}, {direct_pair[1]:.9f}")
print(f"c = {c_ring:.0f}, from N and A: {reduced[0]:.9f}, {reduced[1]:.9f}")
print(f"slope error: c=10 {slope_errors[0]:.3e}, c=20 {slope_errors[1]:.3e}")

# ---------- radial Coulomb state: potential -g/r, kappa = -1, m = 1 ----------
r, g, cs = sp.symbols('r g c', positive=True)
s = sp.sqrt(1 - g**2 / cs**2)
energy = -cs**2 * (1 - s)
upper = r**s * sp.exp(-g * r)
lower = -cs * (1 - s) / g * upper
eq_upper = (-g / r - energy) * upper + cs * (-sp.diff(lower, r) - lower / r)
eq_lower = (cs * (sp.diff(upper, r) - upper / r)
            + (-g / r - energy - 2 * cs**2) * lower)
for radius in (sp.Rational(1, 3), 1, sp.Rational(5, 2)):
    point = {r: radius, g: 2, cs: 5}
    for equation in (eq_upper, eq_lower):
        assert abs(sp.N(equation.subs(point), 30)) < 1e-20
strength = 2.0
E0_coul = -strength**2 / 2


def coulomb_integrand(radius):
    amp = 2 * strength**1.5 * np.exp(-strength * radius)
    d_phi = amp * (1 - strength * radius) - amp
    return (d_phi / 2)**2 * (-strength / radius - E0_coul)


E1_coul = quad(coulomb_integrand, 0, 30, epsabs=1e-11, limit=200)[0]
eps_s = sp.symbols('epsilon', positive=True)
closed = -(1 - sp.sqrt(1 - 4 * eps_s)) / eps_s
expansion = sp.series(closed, eps_s, 0, 3).removeO()
series_coul = [float(expansion.coeff(eps_s, j)) for j in range(3)]
assert abs(series_coul[0] - E0_coul) < 1e-12
assert abs(series_coul[1] - E1_coul) < 1e-7
level_c5 = float(energy.subs({g: 2, cs: 5}))
print("COULOMB -g/r, hbar = m = 1, lowest kappa = -1 state")
print(f"g = {strength:.1f}, Pauli level = {E0_coul:.6f}")
print(f"coefficient of 1/c^2 by quadrature = {E1_coul:.8f}")
print(f"coefficient of 1/c^4 from closed form = {series_coul[2]:.6f}")
print(f"closed-form level at c = 5: {level_c5:.8f}")

# ---------- square of sigma.(p - qA) on a general two-spinor ----------
X = sp.symbols('x y z', real=True)
q = sp.symbols('q', real=True)
field = [sp.Function(name)(*X) for name in ('Ax', 'Ay', 'Az')]
spinor = sp.Matrix([sp.Function('u')(*X), sp.Function('w')(*X)])
sigma = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]


def momentum(j, f):
    return -sp.I * f.diff(X[j]) - q * field[j] * f


def sigma_pi(f):
    return sum((sigma[j] * momentum(j, f) for j in range(3)), sp.zeros(2, 1))


B = [field[(j + 2) % 3].diff(X[(j + 1) % 3])
     - field[(j + 1) % 3].diff(X[(j + 2) % 3]) for j in range(3)]
pauli = sum((momentum(j, momentum(j, spinor)) - q * B[j] * sigma[j] * spinor
             for j in range(3)), sp.zeros(2, 1))
difference = (sigma_pi(sigma_pi(spinor)) - pauli).applyfunc(
    lambda entry: sp.expand(entry.doit()))
assert difference == sp.zeros(2, 1)
print("Pauli identity (sigma.pi)^2 = pi^2 - q sigma.B: difference "
      f"{list(difference)}")
print("no test failed")
```

It prints:

```
WELL -sech^2 x, m = 1, model units
grid points 141, box length 36.0 a
Pauli ground level E0 = -0.50000000
next Pauli level on the grid = 0.004267
first coefficient E1 = 0.00833333 (exact integral 1/120)
resolvent point z = -0.3 + 0.2 i
S R S minus series to eps^0: c=10 4.280e-03, c=20 1.070e-03, power of 1/c 2.000
S R S minus series to eps^1: c=10 5.452e-06, c=20 3.408e-07, power of 1/c 4.000
S R S minus series to eps^2: c=10 3.963e-09, c=20 6.190e-11, power of 1/c 6.001
predicted limit of c*||R - diag(G,0)|| = 1.203661
  c = 10: c*||R - diag(G,0)|| = 1.214912
  c = 100: c*||R - diag(G,0)|| = 1.204764
  c = 1000: c*||R - diag(G,0)|| = 1.203771
complex-eps circle radius 0.5, samples 32
Taylor coefficients of eps^1..eps^4: 0.00833333, 0.00063228, 0.00006950, 0.00000903
c = 2: Dirac level -0.497876027, first order -0.497916667, |series-direct| 3.3e-15
c = 5: Dirac level -0.499665651, first order -0.499666667, |series-direct| 4.4e-15
c = 10: Dirac level -0.499916603, first order -0.499916667, |series-direct| 1.9e-14
c = 20: Dirac level -0.499979163, first order -0.499979167, |series-direct| 1.3e-13
||c*chi - D phi0/2m||: c=10 2.455e-04, c=20 6.130e-05, ratio 4.004
energy contour radius 0.25, sampled max||W L0^-1|| 0.66302
sufficient disk |eps| < 1.50825, i.e. c > 0.81426
largest deviation of projection trace from 1: 3.9e-07
RING, hbar = 1, circumference 2 pi, Vp = 0, Vm = 2 v cos 2x
m = 1.5, v = 0.8, degenerate Pauli level = 0.33333333
coefficients of 1/c^2: -0.12592593, 0.05185185
c = 2, direct: 0.305084089, 0.346224161
c = 2, from N and A: 0.305084089, 0.346224161
slope error: c=10 5.829e-04, c=20 1.463e-04
COULOMB -g/r, hbar = m = 1, lowest kappa = -1 state
g = 2.0, Pauli level = -2.000000
coefficient of 1/c^2 by quadrature = -2.00000000
coefficient of 1/c^4 from closed form = -4.000000
closed-form level at c = 5: -2.08712153
Pauli identity (sigma.pi)^2 = pi^2 - q sigma.B: difference [0, 0]
no test failed
```
